\section*{Oscillatory magnetostriction and the stress derivative of an extremal Fermi-surface area, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Part I. The oscillating energy of a stressed metal}

\subsection*{A decision about the Fermi energy}

Suppose that the Fermi surface of a metal is to be calculated in the stressed crystal and compared with measured oscillations of sample length in a magnetic field. Before the calculation starts, one must decide whether to carry the Fermi energy over from the unstressed crystal or to find it anew from charge neutrality. The choice matters. In the semimetal model worked out in Part II, the logarithmic stress derivative of the extremal area is about $0.05$ per GPa with the Fermi energy frozen above the band edge, and $0.14$ per GPa with neutrality restored. The theorem below identifies the derivative that the length oscillations measure: it is the one at fixed electron number.

\subsection*{Thermodynamic conventions}

SI units are used. The stress $\sigma$ is one chosen component, positive in tension, and all other stress components are held fixed. Its conjugate strain is $\epsilon$. Energies, entropy $S$ and magnetic moment are referred to the undeformed volume. $M$ is the moment component along the flux density $B$, whose direction is fixed.

For electrons in a given field $B$, the Helmholtz energy $f(T,\epsilon,B)$ obeys $df=-S\,dT+\sigma\,d\epsilon-M\,dB$. With $G=f-\sigma\epsilon$,
\begin{equation}
dG=-S\,dT+\sigma\,d\epsilon-M\,dB-\sigma\,d\epsilon-\epsilon\,d\sigma
=-S\,dT-\epsilon\,d\sigma-M\,dB ,
\end{equation}
and therefore
\begin{equation}
\epsilon=-\left(\frac{\partial G}{\partial\sigma}\right)_{T,B},\qquad
M=-\left(\frac{\partial G}{\partial B}\right)_{T,\sigma}. \label{derivs}
\end{equation}
A tilde marks the part of a quantity that oscillates with $B$. Thus $\tilde\epsilon$ and $\tilde M$ are the derivatives (\ref{derivs}) of $\tilde G$. The field made by the sample's own moment is neglected here and sized in Part II.

\subsection*{The theorem}

An orbit that encloses the extremal area $A$ in wave-vector space has the frequency
\begin{equation}
F=\frac{\hbar A}{2\pi e}. \label{onsager}
\end{equation}

\paragraph{Theorem.} Let one extremal orbit contribute
\begin{equation}
\tilde G=\sum_{r\ge1}a_r(B,\sigma,T)\cos\psi_r,\qquad
\psi_r=\frac{2\pi rF(\sigma)}{B}+\phi_r , \label{form}
\end{equation}
with constant $\phi_r$, and with $F(\sigma)$ taken at fixed electron number. Let the amplitudes vary slowly compared with the phases:
\begin{equation}
\left|\frac{\partial\ln a_r}{\partial\ln B}\right|\ll\frac{2\pi rF}{B},\qquad
\left|\frac{\partial\ln a_r}{\partial\sigma}\right|\ll\frac{2\pi rF}{B}\left|\frac{\partial\ln F}{\partial\sigma}\right| . \label{slow}
\end{equation}
Then, to leading order in $B/(2\pi F)$,
\begin{equation}
\tilde\epsilon=-\tilde M B\,\frac{\partial\ln F}{\partial\sigma}
=-\tilde M B\,\frac{\partial\ln A}{\partial\sigma}. \label{main}
\end{equation}

The two forms agree because $F$ and $A$ differ by a constant factor. The units also agree: $\tilde MB$ is an energy density, that is, a pressure, and $\partial\ln F/\partial\sigma$ is an inverse pressure.

The physical content of the theorem lies in the form (\ref{form}). It is now derived for an ellipsoidal pocket, and then the effect of fixed electron number is worked out.

\subsection*{Lemma 1: the Landau-level sum}

Take a band with cyclotron mass $m_c$ for motion across $B$ and mass $m_z$ along it. Energies are measured from the band edge, and spin gives a factor two without Zeeman splitting.

\paragraph{Lemma 1.} Let $w=\hbar eB/m_c$, and let $J$ be the deformed volume divided by the undeformed one. At zero temperature and Fermi energy $E$ the grand potential is
\begin{equation}
\Omega_0(E)=-JC\,w\sum_{E_n<E}(E-E_n)^{3/2},\quad
E_n=\left(n+\tfrac12\right)w,\quad
C=\frac{2\sqrt2}{3\pi^2}\frac{m_c\sqrt{m_z}}{\hbar^3}. \label{sum}
\end{equation}

\paragraph{Proof.} For charge $-e$ the kinetic momentum is $\boldsymbol\Pi=\mathbf p+e\mathbf A_v$, where $\mathbf A_v$ is the vector potential. Its transverse components obey $[\Pi_y,\Pi_x]=i\hbar eB$. Hence $Q=\Pi_y/(eB)$ and $P=\Pi_x$ satisfy $[Q,P]=i\hbar$, and
\begin{equation}
\frac{\Pi_x^2+\Pi_y^2}{2m_c}=\frac{P^2}{2m_c}+\frac{m_c}{2}\left(\frac{eB}{m_c}\right)^2Q^2 .
\end{equation}
This is an oscillator with level spacing $w$. Motion along $B$ adds $\hbar^2k_z^2/2m_z$.

To count the states, use $\mathbf A_v=(0,Bx,0)$. The orbit centre is $x_0=-\hbar k_y/(eB)$, and $k_y$ is spaced by $2\pi/L_y$. Centres inside a length $L_x$ span a $k_y$ range $eBL_x/\hbar$, which holds $L_xL_y\,eB/(2\pi\hbar)$ states per level and spin.

For one level put $x=E-E_n>0$ and $k_0=\sqrt{2m_zx}/\hbar$. The energy sum per length is
\begin{align}
\int_{-k_0}^{k_0}\frac{dk_z}{2\pi}\left(x-\frac{\hbar^2k_z^2}{2m_z}\right)
&=\frac1{2\pi}\left(2k_0x-\frac23k_0x\right)
=\frac{2k_0x}{3\pi}
=\frac{2\sqrt{2m_z}}{3\pi\hbar}\,x^{3/2},
\end{align}
where $\hbar^2k_0^2/2m_z=x$ was used. Two spins contribute $2eB/(2\pi\hbar)=m_cw/(\pi\hbar^2)$ states per area. The product of the two factors is $Cwx^{3/2}$. The grand potential is minus this sum, and $J$ converts it to the undeformed volume. $\square$

\subsection*{Lemma 2: the harmonics}

\paragraph{Lemma 2.} At temperature $T$ and chemical potential $\mu\gg w,k_BT$, the oscillating part of the grand potential is
\begin{align}
\tilde\Omega&=\sum_{r\ge1}(-1)^r a_r^0\cos\left(\frac{2\pi rF}{B}-\frac\pi4\right),\nonumber\\
a_r^0&=\frac{3\sqrt\pi}{2}\,JC\left(\frac{w}{2\pi r}\right)^{5/2}\frac{X_r}{\sinh X_r},\qquad
X_r=\frac{2\pi^2rk_BT}{w}. \label{lk}
\end{align}

\paragraph{Proof.} On $0<x<E$ the levels form a comb with the Fourier series
\begin{equation}
w\sum_n\delta\left(x-\left(n+\tfrac12\right)w\right)=1+2\sum_{r\ge1}(-1)^r\cos\frac{2\pi rx}{w}.
\end{equation}
The sign $(-1)^r$ comes from the half-integer offset. With $\kappa=2\pi r/w$, the sum in (\ref{sum}) becomes
\begin{equation}
w\sum_{E_n<E}(E-E_n)^{3/2}=\frac25E^{5/2}+2\sum_{r\ge1}(-1)^rI_r,\quad
I_r=\int_0^E(E-x)^{3/2}\cos\kappa x\,dx .
\end{equation}
Integrate by parts twice. In the first step the boundary terms vanish, at $x=E$ through the power and at $x=0$ through the sine:
\begin{align}
I_r&=\frac{3}{2\kappa}\int_0^E(E-x)^{1/2}\sin\kappa x\,dx\nonumber\\
&=\frac{3}{2\kappa}\left[\frac{\sqrt E}{\kappa}-\frac1{2\kappa}\int_0^E\frac{\cos\kappa x}{\sqrt{E-x}}\,dx\right]. \label{parts}
\end{align}
With $u=E-x$, the last integral is the real part of $e^{i\kappa E}\int_0^Eu^{-1/2}e^{-i\kappa u}du$. Extend its upper limit to infinity and subtract the tail. The full integral is $\sqrt{\pi/\kappa}\,e^{-i\pi/4}$. Repeated integration by parts of the tail gives terms that all carry $e^{-i\kappa E}$. This cancels the prefactor $e^{i\kappa E}$, so the tail has no oscillation. The oscillating part of (\ref{parts}) is thus
\begin{equation}
\tilde I_r=-\frac{3\sqrt\pi}{4}\,\kappa^{-5/2}\cos\left(\kappa E-\frac\pi4\right).
\end{equation}
Multiplication by $-2JC(-1)^r$ gives (\ref{lk}) at $T=0$, with $E$ in place of $\mu$ in the phase.

The term $\sqrt E/\kappa$ in (\ref{parts}) supplies a smooth contribution. Since $\sum_{r\ge1}(-1)^r/r^2=-\pi^2/12$,
\begin{equation}
2\sum_{r\ge1}(-1)^r\frac{3\sqrt E}{2\kappa^2}
=\frac{3\sqrt E\,w^2}{4\pi^2}\left(-\frac{\pi^2}{12}\right)=-\frac{\sqrt E\,w^2}{16}.
\end{equation}
It raises $\Omega_0$ by $JC\sqrt E\,w^2/16$, in proportion to $B^2$. This is the orbital diamagnetism of the pocket.

For finite temperature let $f_0$ be the Fermi function. For a single state of energy $E_i$, integration by parts gives
\begin{equation}
-\int_{E_i}^{\infty}\left(-\frac{\partial f_0}{\partial E}\right)(E-E_i)\,dE
=-\int_{E_i}^\infty f_0\,dE=-k_BT\ln\left(1+e^{(\mu-E_i)/k_BT}\right).
\end{equation}
The finite-temperature potential is therefore $\Omega_0(E)$ averaged with the weight $-\partial f_0/\partial E$. Put $z=(E-\mu)/k_BT$ and $b=\kappa k_BT$. The average of $e^{i\kappa(E-\mu)}$ is
\begin{equation}
K=\int_{-\infty}^{\infty}\frac{e^{ibz}e^z}{(e^z+1)^2}\,dz .
\end{equation}
Close the contour along the line shifted by $2\pi i$, where the integrand is multiplied by $e^{-2\pi b}$. The enclosed double pole at $z=i\pi$ has residue $-ib\,e^{-\pi b}$. Hence
\begin{equation}
K\left(1-e^{-2\pi b}\right)=2\pi b\,e^{-\pi b},\qquad K=\frac{\pi b}{\sinh\pi b},
\end{equation}
and $\pi b=X_r$. Because $K$ is real, the average leaves the phase unchanged and replaces $E$ by $\mu$. The amplitude has no other dependence on $E$.

Finally, the extremal area is $A=\pi(2m_c\mu/\hbar^2)$. By (\ref{onsager}), $F=m_c\mu/(\hbar e)$, so $\mu/w=F/B$ and $\kappa\mu=2\pi rF/B$. $\square$

\paragraph{Remark on other band shapes.} For a general closed orbit the semiclassical level spacing is $\hbar eB/m_c$ with $m_c=(\hbar^2/2\pi)\,\partial A/\partial E$. The area enclosed by successive levels then grows by
\begin{equation}
\Delta A=\frac{2\pi m_c}{\hbar^2}\,\frac{\hbar eB}{m_c}=\frac{2\pi eB}{\hbar}.
\end{equation}
Levels thus cross the Fermi surface periodically in $1/B$, with $F$ from (\ref{onsager}). Contributions from different $k_z$ interfere destructively except where $A$ is stationary. The phase in (\ref{form}) keeps its form provided that the offset $\phi_r$ does not change with stress or field, while the amplitude depends on the band. One nonparabolic case is tested in Part II.

\subsection*{Lemma 3: fixed electron number}

A closed sample keeps its number of electrons, so $\mu$ may oscillate. For a fixed number $N$ per undeformed volume, the free energy is the stationary value over $\mu$ of $\Phi(\mu)=\Omega_{\rm total}(\mu)+N\mu$.

For a compensated semimetal with band overlap $\Delta$ one may use
\begin{equation}
\Phi(\mu)=\Omega(\mu)+\Omega_h(\Delta-\mu), \label{phi}
\end{equation}
where $\Omega_h$ is the potential of the holes. The reason is the identity $\ln(1+e^x)=x+\ln(1+e^{-x})$. It splits the potential of a nearly full band into a full-band part and a hole part. The part of the full band that is linear in $\mu$ cancels $N\mu$, and its total energy is taken as smooth. Stationarity of (\ref{phi}) reads $-n_e+n_h=0$, which is neutrality.

\paragraph{Lemma 3.} Write $\Phi=\Phi_s+\tilde\Omega$. Let $\mu_s$ make $\Phi_s$ stationary, and let $D=-\Phi_s''(\mu_s)>0$ be the total density of states. If $|\tilde\Omega''|\ll D$, then at fixed number
\begin{equation}
\tilde G_{\rm el}=\tilde\Omega(\mu_s)+\frac{[\tilde\Omega'(\mu_s)]^2}{2D}+\cdots . \label{fixedN}
\end{equation}

\paragraph{Proof.} Put $\mu=\mu_s+\delta$. Stationarity requires $-D\delta+\tilde\Omega'(\mu_s)=0$ to leading order, so $\delta=\tilde\Omega'/D$. The change of $\Phi$ from $\Phi_s(\mu_s)$ is
\begin{equation}
-\frac{D\delta^2}{2}+\tilde\Omega+\tilde\Omega'\delta
=\tilde\Omega-\frac{\tilde\Omega'^2}{2D}+\frac{\tilde\Omega'^2}{D}
=\tilde\Omega+\frac{\tilde\Omega'^2}{2D}.\qquad\square
\end{equation}

The first-order energy is therefore the grand potential evaluated at the neutral $\mu_s(\sigma)$. The Fermi level must follow the stress before $F$ is differentiated. The second-order term contains products of sines with phases $2\pi rF/B$. Apart from a slowly varying background, these products are again harmonics of $F$, so they fit the form (\ref{form}).

The same argument covers the elastic relaxation of the crystal. At fixed stress the strain minimizes $f-\sigma\epsilon$. To first order $\tilde G$ is the oscillating energy at the background strain, and the correction is minus the elastic energy of the full oscillating strain tensor. It equals $-Y\tilde\epsilon^2/2$, with $Y$ Young's modulus, only when the oscillating stress is uniaxial along the measured axis; otherwise it is larger in size.

\section*{Part II. Proof, remainder and use of the relation}

\subsection*{Symbols and results carried over}

The strain $\epsilon$ and the moment $M$ along $B$ are $-\partial G/\partial\sigma$ and $-\partial G/\partial B$, per undeformed volume, with tension positive. An orbit of extremal area $A$ has frequency $F=\hbar A/(2\pi e)$. Its oscillating energy is $\tilde G=\sum_ra_r\cos\psi_r$, with $\psi_r=2\pi rF/B+\phi_r$. For the ellipsoidal pocket with cyclotron mass $m_c$, mass $m_z$ along $B$, level spacing $w=\hbar eB/m_c$ and volume ratio $J$,
\begin{equation}
|a_r|\propto J\,m_c\sqrt{m_z}\left(\frac wr\right)^{5/2}\frac{X_r}{\sinh X_r},\qquad
X_r=\frac{2\pi^2rk_BT}{w}. \label{amp}
\end{equation}
At fixed electron number $F$ follows the neutral Fermi energy. Below,
\begin{equation}
s=\frac{\partial\ln F}{\partial\sigma},\qquad \theta_r=\frac{2\pi rF}{B},\qquad
\alpha_r=\frac{\partial\ln a_r}{\partial\sigma},\qquad
\beta_r=\frac{\partial\ln a_r}{\partial\ln B}.
\end{equation}

\subsection*{Proof of the theorem}

The phase derivatives are $\partial\psi_r/\partial\sigma=\theta_rs$ and $\partial\psi_r/\partial B=-\theta_r/B$. Each harmonic then gives
\begin{align}
\tilde\epsilon_r&=-\frac{\partial}{\partial\sigma}(a_r\cos\psi_r)
=a_r\left(\theta_rs\sin\psi_r-\alpha_r\cos\psi_r\right), \label{er}\\
\tilde M_rB&=-B\frac{\partial}{\partial B}(a_r\cos\psi_r)
=-a_r\left(\theta_r\sin\psi_r+\beta_r\cos\psi_r\right). \label{mr}
\end{align}
The minus sign in the relation comes from the opposite signs of the two phase derivatives: a larger $F$ advances the phase, and a larger $B$ retards it.

Under the slow-amplitude conditions the sine terms dominate, so $\tilde\epsilon_r=-\tilde M_rBs$. The factor $s$ does not depend on $r$. Summation over $r$ gives $\tilde\epsilon=-\tilde MBs$ for the whole waveform. $\square$

\paragraph{Corollary: the remainder.} Multiply (\ref{mr}) by $s$ and add (\ref{er}). The sine terms cancel, and
\begin{equation}
\tilde\epsilon+\tilde MBs=-\sum_ra_r\left(\alpha_r+s\beta_r\right)\cos\psi_r . \label{rem}
\end{equation}
No approximation beyond the form of $\tilde G$ has been made here. For one harmonic the remainder is a quarter period out of step with the main signal. Its size relative to that signal is
\begin{equation}
\rho_r=\frac{|\alpha_r+s\beta_r|}{\theta_r|s|}. \label{rho}
\end{equation}

The relation fails when $s$ is so small that (\ref{rho}) is no longer small. At $s=0$ the strain does not vanish: it is governed by the stress dependence of the amplitude. It also fails near a zero of the amplitude, where $\alpha_r$ grows without limit.

\paragraph{A limiting case.} Take a spherical Fermi surface under isotropic tension, with fixed electron number and bulk modulus $K_b$. The conjugate strain is the relative volume change $\epsilon_V$. The Fermi wave vector scales as $V^{-1/3}$, so $A\propto V^{-2/3}$ and $s=-2/(3K_b)$. Then $\tilde\epsilon_V=2\tilde MB/(3K_b)$. Here volume and moment oscillate in phase, whereas a positive $s$ puts strain and moment in antiphase.

For a single extremal orbit with slowly varying amplitudes, the oscillating strain equals $-\tilde MB\,\partial\ln F/\partial\sigma$ to leading order, with $F$ taken at fixed electron number, and the remainder is known. It remains to extract the area derivative from two measured curves, to test the procedure on a model semimetal, and to size the effects left out.
